**Skew scattering from dilute impurities: third-order rate and Hall resistivity**

The program tests that skew scattering begins at third order in the impurity potential and that it gives $\rho_{xy}/\rho_{xx}=\tau/\tau_\perp$. Here $1/\tau$ and $1/\tau_\perp$ are the averages of the scattering rate weighted with $1-\cos\alpha$ and $\sin\alpha$, and $\alpha$ is the scattering angle. For a random hermitian matrix it asserts the third-order power and coefficient of the antisymmetric part, and for a real matrix its absence. It also asserts the third moment of randomly placed impurities, the equality of the overlap phase with half the pseudospin solid angle, and the optical theorem. For a massive Dirac cone, a Boltzmann equation discretized in angle and using the full one-impurity T-matrix is compared with the two relaxation rates and, as the impurity strength $u_0\to0$, with the closed formulas at three masses. In that limit the numerical and closed resistivities agree within about $2\times10^{-5}$ in relative terms. In the worked example the output gives the ratio 0.00429 at leading order and 0.00423 with the full T-matrix, the latter at each of three concentrations. Intrinsic and side-jump contributions to the Hall effect are not included.

## Verification by program

```python
"""
Result under test: skew scattering starts at third order in the impurity
potential, and for dilute impurities of fixed strength it gives
    rho_xy / rho_xx = tau / tau_perp, independent of concentration.
Model: H = hv (kx sx + ky sy) + mass sz, Fermi level in the upper band,
point impurities of strength u (eV nm^2), concentration n (1/nm^2).
hv = hbar times velocity (eV nm); cos(theta) = mass / fermi energy.
1/tau = sum of w (1 - cos a), 1/tau_perp = sum of w sin a, where w is the
rate from k to k' and a = phi' - phi.  Carrier charge is -e and E = rho j.
Internal units: eV, nm, hbar = e = 1; resistivity unit is hbar/e^2.
"""
import numpy as np
from functools import lru_cache
from scipy import constants as const

HV, MASS, EF, U0, DENS, CUTOFF = 0.5, 0.05, 0.1, 0.1, 0.01, 1.0
OHM = const.hbar / const.e**2
SX = np.array([[0, 1], [1, 0]], complex)
SY = np.array([[0, -1j], [1j, 0]])
SZ = np.diag([1.0, -1.0]).astype(complex)
rng = np.random.default_rng(7)


def hamiltonian(k, phi, mass):
    k, phi = np.broadcast_arrays(k, phi)
    kx, ky = (k * np.cos(phi))[..., None, None], (k * np.sin(phi))[..., None, None]
    return HV * (kx * SX + ky * SY) + mass * SZ


# --- general theorem on a random hermitian potential ---------------------
size, broadening = 12, 0.3
levels = rng.uniform(-1, 1, size)
green = 1 / (0.1 - levels + 1j * broadening)
raw = rng.normal(size=(size, size)) + 1j * rng.normal(size=(size, size))
pot = (raw + raw.conj().T) / 2


def antisym_t2(v):
    t = np.linalg.solve(np.eye(size) - v @ np.diag(green), v)
    p = abs(t)**2
    return (p - p.T) / 2


lam = 1e-3
odd_part = (antisym_t2(lam * pot) - antisym_t2(-lam * pot)) / (2 * lam**3)
delta_broad = -green.imag / np.pi
triple = np.einsum('ba,aq,qb->ab', pot, pot, pot * delta_broad[:, None])
predicted = 2 * np.pi * triple.imag
matrix_error = np.linalg.norm(odd_part - predicted) / np.linalg.norm(predicted)
matrix_power = np.log2(np.linalg.norm(antisym_t2(2 * lam * pot))
                       / np.linalg.norm(antisym_t2(lam * pot)))
real_control = (np.linalg.norm(antisym_t2(0.1 * pot.real))
                / np.linalg.norm(antisym_t2(0.1 * pot)))
assert matrix_error < 1e-3
assert abs(matrix_power - 3) < 0.05
assert real_control < 1e-10

# --- third moment of independently placed impurities --------------------
wavevectors = 2 * np.pi * np.array([[1, 0], [0, 1], [-1, -1]])


def third_moment(count, balanced, samples=200000):
    pos = rng.random((samples, count, 2))
    sign = rng.choice([-1.0, 1.0], (samples, count)) if balanced else 1.0
    prod = np.ones(samples, complex)
    for q in wavevectors:
        prod *= (sign * np.exp(1j * (pos @ q))).sum(axis=1)
    return prod.real.mean(), prod.real.std() / np.sqrt(samples)


moments = {}
for count, balanced in [(4, False), (8, False), (8, True)]:
    mean, err = third_moment(count, balanced)
    moments[count, balanced] = (mean, err)
    assert abs(mean - (0 if balanced else count)) < 5 * err

# --- Dirac states, local Green function, full one-impurity T-matrix -----
M = 48
PHI = 2 * np.pi * np.arange(M) / M
ANGLE = PHI[:, None] - PHI[None, :]


@lru_cache(None)
def fermi_data(mass):
    kf = np.sqrt(EF**2 - mass**2) / HV
    spinors = np.linalg.eigh(hamiltonian(kf, PHI, mass))[1][:, :, 1]
    vel = HV * np.array([np.einsum('ia,ab,ib->i', spinors.conj(), s, spinors).real
                         for s in (SX, SY)])
    step = 1e-5
    e_hi, e_lo = [np.linalg.eigvalsh(hamiltonian(kf + d, 0.0, mass))[1]
                  for d in (step, -step)]
    dos = kf / (2 * np.pi) / ((e_hi - e_lo) / (2 * step))
    # radial integral with nodes concentrated at the pole
    eta = 1e-7
    width = eta / HV
    lo, hi = np.arcsinh(-kf / width), np.arcsinh((CUTOFF / HV - kf) / width)
    x, wt = np.polynomial.legendre.leggauss(600)
    s = lo + (hi - lo) * (x + 1) / 2
    k = kf + width * np.sinh(s)
    weight = wt * (hi - lo) / 2 * width * np.cosh(s) * k / (2 * np.pi)
    h = hamiltonian(k[:, None], np.arange(4)[None, :] * np.pi / 2, mass)
    inverse = np.linalg.inv((EF + 1j * eta) * np.eye(2) - h).mean(axis=1)
    g = np.einsum('k,kab->ab', weight, inverse)
    return kf, spinors, vel, dos, g


def amplitude(u, mass):
    _, spinors, _, _, g = fermi_data(mass)
    t = u * np.linalg.inv(np.eye(2) - u * g)
    return spinors.conj() @ t @ spinors.T


def inverse_times(n, u, mass):
    dos = fermi_data(mass)[3]
    w = 2 * np.pi * n * dos * abs(amplitude(u, mass))**2
    return ((w * (1 - np.cos(ANGLE))).sum(axis=0).mean() / M,
            (w * np.sin(ANGLE)).sum(axis=0).mean() / M)


def solve_boltzmann(n, u, mass):
    _, _, vel, dos, _ = fermi_data(mass)
    w = 2 * np.pi * n * dos * abs(amplitude(u, mass))**2 / M
    collision = w - np.diag(w.sum(axis=0))
    response = np.linalg.lstsq(collision, vel.T, rcond=1e-10)[0]
    sigma = -dos * vel @ response / M
    return np.linalg.inv(sigma)


def closed_form(n, u, mass):
    c = mass / EF
    s2 = 1 - c * c
    dos = EF / (2 * np.pi * HV**2)
    rxx = np.pi * n * u**2 * (1 + 3 * c * c) / (HV**2 * s2)
    return rxx, np.pi * dos * u * s2 * c / (1 + 3 * c * c)


kf, spinors, vel, dos, g_local = fermi_data(MASS)
assert abs(dos / (EF / (2 * np.pi * HV**2)) - 1) < 1e-6
g_expected = -(EF * np.eye(2) + MASS * SZ).real / (4 * HV**2)
assert np.allclose(g_local.imag, g_expected, rtol=1e-4, atol=1e-6)

# optical theorem: total rate from the forward amplitude
amp = amplitude(U0, MASS)
optical = -amp.diagonal().imag / (np.pi * dos * (abs(amp)**2).mean(axis=0))
assert np.allclose(optical, 1, atol=1e-4)

# phase of the overlap loop equals half the solid angle of the pseudospins
ia, ib, ic = 0, 9, 20
loop = (np.vdot(spinors[ia], spinors[ib]) * np.vdot(spinors[ib], spinors[ic])
        * np.vdot(spinors[ic], spinors[ia]))
bloch = [np.array([np.vdot(spinors[i], s @ spinors[i]).real for s in (SX, SY, SZ)])
         for i in (ia, ib, ic)]
sides = np.arccos([bloch[1] @ bloch[2], bloch[2] @ bloch[0], bloch[0] @ bloch[1]])
half = sides.sum() / 2
solid = 4 * np.arctan(np.sqrt(np.tan(half / 2) * np.prod(np.tan((half - sides) / 2))))
assert abs(np.angle(loop) - solid / 2) < 1e-8
assert abs(loop.imag - bloch[0] @ np.cross(bloch[1], bloch[2]) / 4) < 1e-10

# loop averaged over the intermediate direction, for every pair k, k'
ov = spinors.conj() @ spinors.T
mean_loop = (ov.T * (ov @ ov / M)).imag
c0 = MASS / EF
assert np.allclose(mean_loop, (1 - c0**2) * c0 * np.sin(ANGLE) / 4, atol=1e-10)

# Boltzmann matrix solution against the two relaxation rates
rho = solve_boltzmann(DENS, U0, MASS)
rate, rate_perp = inverse_times(DENS, U0, MASS)
vg = np.hypot(*vel)[0]
K = 2 / (dos * vg**2)
assert np.allclose(rho, [[K * rate, K * rate_perp], [-K * rate_perp, K * rate]],
                   rtol=1e-7, atol=1e-12)

# closed forms as the weak-potential limit of the full T-matrix
limits = []
u_small = 0.01
for mass in (0.02, 0.05, 0.08):
    scaled = []
    for u in (u_small, u_small / 2):
        r = solve_boltzmann(DENS, u, mass)
        rxx, ratio = closed_form(DENS, u, mass)
        scaled.append([r[0, 0] / rxx, r[0, 1] / (ratio * rxx)])
    limit = 2 * np.array(scaled[1]) - np.array(scaled[0])
    limits.append(limit)
    assert np.allclose(limit, 1, atol=1e-3)

r1, r2 = [solve_boltzmann(DENS, u, MASS) for u in (u_small / 2, u_small)]
power_xx = np.log2(r2[0, 0] / r1[0, 0])
power_xy = np.log2(r2[0, 1] / r1[0, 1])
assert abs(power_xx - 2) < 0.03 and abs(power_xy - 3) < 0.03
assert abs(power_xy / power_xx - 1.5) < 0.03

# sign rules and the massless control
flip_u = solve_boltzmann(DENS, -u_small, MASS)[0, 1] / r2[0, 1]
flip_mass = solve_boltzmann(DENS, U0, -MASS)[0, 1] / rho[0, 1]
massless_rho = solve_boltzmann(DENS, U0, 0.0)
massless = abs(massless_rho[0, 1] / massless_rho[0, 0])
assert abs(flip_u + 1) < 0.05
assert abs(flip_mass + 1) < 1e-5
assert massless < 1e-8

# --- worked example ------------------------------------------------------
rxx, ratio = closed_form(DENS, U0, MASS)
rxy = ratio * rxx
rate3, perp3 = rxx / K, rxy / K
hall = rxy / (rxx**2 + rxy**2)
print(f"hbar v = {HV} eV nm; mass = {MASS} eV; Fermi energy = {EF} eV")
print(f"u0 = {U0} eV nm^2; n_i = {DENS} nm^-2; cutoff hbar v k = {CUTOFF} eV")
print(f"cos(theta) = {c0:.3f}; sin^2(theta) = {1-c0**2:.3f}")
print(f"Fermi wavevector = {kf:.4f} nm^-1")
print(f"density of states N = {dos:.5f} eV^-1 nm^-2")
print(f"pi N u0 = {np.pi*dos*U0:.5f}")
print(f"group velocity / v = {vg/HV:.4f}")
print(f"leading hbar/tau = {rate3*1e6:.3f} micro-eV")
print(f"leading hbar/tau_perp = {perp3*1e6:.5f} micro-eV")
print(f"k_F times mean free path = {kf*vg/rate3:.0f}")
print(f"hbar/e^2 = {OHM:.2f} ohm")
print(f"leading rho_xx = {rxx*OHM:.4f} ohm")
print(f"leading rho_xy = {rxy*OHM:.5f} ohm")
print(f"leading rho_xy/rho_xx = {ratio:.6f}")
print(f"skew |sigma_xy| = {2*np.pi*hall:.3f} e^2/h")
print("Full T-matrix, Boltzmann equation solved numerically:")
for n in (DENS / 2, DENS, 2 * DENS):
    r = solve_boltzmann(n, U0, MASS)
    print(f" n_i={n:.3f} nm^-2: rho_xx={r[0,0]*OHM:.4f} ohm, "
          f"rho_xy={r[0,1]*OHM:.5f} ohm, ratio={r[0,1]/r[0,0]:.6f}")
print(f"full/leading rho_xx = {rho[0,0]/rxx:.4f}")
print(f"full/leading rho_xy = {rho[0,1]/rxy:.4f}")
print(f"full/leading ratio = {rho[0,1]/rho[0,0]/ratio:.4f}")
print("Tests:")
print(f"random matrix: antisymmetric power = {matrix_power:.4f}")
print(f"random matrix: third-order relative error = {matrix_error:.1e}")
print(f"real matrix: antisymmetric part / complex case = {real_control:.1e}")
for (count, balanced), (mean, err) in moments.items():
    kind = "random signs" if balanced else "equal signs"
    print(f"third moment, {count} impurities, {kind}: {mean:.3f} +- {err:.3f}")
print(f"overlap-loop phase = {np.angle(loop):.6f} rad")
print(f"half solid angle = {solid/2:.6f} rad")
print(f"optical theorem, forward/total = {optical.mean():.7f}")
print(f"power of u0 in rho_xx = {power_xx:.4f}; in rho_xy = {power_xy:.4f}")
for mass, limit in zip((0.02, 0.05, 0.08), limits):
    print(f"mass {mass} eV, u0->0: numerical/closed rho_xx = {limit[0]:.6f}, "
          f"rho_xy = {limit[1]:.6f}")
print(f"rho_xy(-u)/rho_xy(u) at u = {u_small} eV nm^2: {flip_u:.4f}")
print(f"rho_xy(-mass)/rho_xy(mass) = {flip_mass:.6f}")
print(f"massless cone |rho_xy/rho_xx| = {massless:.1e}")
print("finished without a failed check")
```

It prints:

```
hbar v = 0.5 eV nm; mass = 0.05 eV; Fermi energy = 0.1 eV
u0 = 0.1 eV nm^2; n_i = 0.01 nm^-2; cutoff hbar v k = 1.0 eV
cos(theta) = 0.500; sin^2(theta) = 0.750
Fermi wavevector = 0.1732 nm^-1
density of states N = 0.06366 eV^-1 nm^-2
pi N u0 = 0.02000
group velocity / v = 0.8660
leading hbar/tau = 17.500 micro-eV
leading hbar/tau_perp = 0.07500 micro-eV
k_F times mean free path = 4286
hbar/e^2 = 4108.24 ohm
leading rho_xx = 12.0460 ohm
leading rho_xy = 0.05163 ohm
leading rho_xy/rho_xx = 0.004286
skew |sigma_xy| = 9.184 e^2/h
Full T-matrix, Boltzmann equation solved numerically:
 n_i=0.005 nm^-2: rho_xx=5.7379 ohm, rho_xy=0.02426 ohm, ratio=0.004229
 n_i=0.010 nm^-2: rho_xx=11.4757 ohm, rho_xy=0.04853 ohm, ratio=0.004229
 n_i=0.020 nm^-2: rho_xx=22.9515 ohm, rho_xy=0.09706 ohm, ratio=0.004229
full/leading rho_xx = 0.9527
full/leading rho_xy = 0.9400
full/leading ratio = 0.9867
Tests:
random matrix: antisymmetric power = 2.9977
random matrix: third-order relative error = 7.1e-05
real matrix: antisymmetric part / complex case = 3.6e-16
third moment, 4 impurities, equal signs: 4.019 +- 0.016
third moment, 8 impurities, equal signs: 8.044 +- 0.041
third moment, 8 impurities, random signs: -0.028 +- 0.036
overlap-loop phase = 0.343174 rad
half solid angle = 0.343174 rad
optical theorem, forward/total = 1.0000004
power of u0 in rho_xx = 1.9965; in rho_xy = 2.9955
mass 0.02 eV, u0->0: numerical/closed rho_xx = 0.999996, rho_xy = 0.999989
mass 0.05 eV, u0->0: numerical/closed rho_xx = 0.999992, rho_xy = 0.999988
mass 0.08 eV, u0->0: numerical/closed rho_xx = 0.999985, rho_xy = 0.999982
rho_xy(-u)/rho_xy(u) at u = 0.01 eV nm^2: -1.0125
rho_xy(-mass)/rho_xy(mass) = -1.000000
massless cone |rho_xy/rho_xx| = 7.7e-18
finished without a failed check
```
